\section*{Wave-packet Lagrangian and anomalous velocity of a Bloch electron}

\section{The packet and the variational principle}

Q: A Bloch electron obeys the Schr\"odinger equation. What entitles you to replace it by a Lagrangian for two vectors?

A: A variational principle, applied to a restricted family of states. Consider
\begin{equation}
S=\int dt\,\langle W|\,i\hbar\partial_t-H\,|W\rangle .
\end{equation}
Vary $W$ with fixed end points. Integrating by parts in time, $\langle W|i\hbar\partial_t\delta W\rangle$ becomes $\langle i\hbar\partial_tW|\delta W\rangle$, so
\begin{equation}
\delta S=2\,\mathrm{Re}\int dt\,\langle\delta W|(i\hbar\partial_t-H)W\rangle .
\end{equation}
If $\delta W$ is arbitrary, this vanishes only when $W$ obeys the Schr\"odinger equation. If $W$ is confined to normalized packets labelled by a centre $\vec r$ and a momentum $\hbar\vec k$, the integrand becomes a Lagrangian $L(\vec r,\vec k,\dot{\vec r},\dot{\vec k})$, and stationarity gives the best motion within the family.

Q: Then everything depends on the family. Which one?

A: The electron has charge $-e$, with $e>0$, and
\begin{equation}
H=H_0(\hat{\vec p}+e\vec A(\hat{\vec r},t))-e\phi(\hat{\vec r},t),
\end{equation}
where $H_0$ contains the periodic potential. Write $H(\vec k)=e^{-i\vec k\cdot\hat{\vec r}}H_0e^{i\vec k\cdot\hat{\vec r}}$ and $H(\vec k)u(\vec k)=\varepsilon_0(\vec k)u(\vec k)$ for one band, separated from all others by a gap. The fields vary slowly in space and time and are too weak to cause interband transitions. The packet is
\begin{equation}
|W\rangle=\int d\vec q\;w(\vec q,t)\,e^{i\vec q\cdot\hat{\vec r}}\,|u(\vec\kappa)\rangle,\qquad
\vec\kappa=\vec q+\tfrac e\hbar\vec A(\vec r,t),
\end{equation}
with $w=|w|e^{-i\gamma(\vec q,t)}$, $\int|w|^2d\vec q=1$, and $|w|^2$ narrow around $\vec q_c$. The potential is evaluated at the centre $\vec r(t)$, so each component is an eigenstate of the Hamiltonian seen there. The momentum label is
\begin{equation}
\hbar\vec k=\hbar\vec q_c+e\vec A(\vec r,t),
\end{equation}
which does not depend on the electromagnetic gauge.

Q: You call $\vec r$ the centre, but you have not shown where the packet is.

A: Use $\hat{\vec r}e^{i\vec q\cdot\hat{\vec r}}=-i\partial_{\vec q}e^{i\vec q\cdot\hat{\vec r}}$ and integrate by parts: $\hat{\vec r}$ acts as $i\partial_{\vec q}$ on the product $wu$. Therefore
\begin{equation}
\langle\hat{\vec r}\rangle=\int d\vec q\,\bigl[w^*i\partial_{\vec q}w+|w|^2\vec C(\vec\kappa)\bigr],\qquad
\vec C=i\langle u|\partial_{\vec k}u\rangle .
\end{equation}
Here $w^*i\partial_{\vec q}w=\tfrac i2\partial_{\vec q}|w|^2+|w|^2\partial_{\vec q}\gamma$, and the first piece integrates to zero. For narrow $|w|^2$,
\begin{equation}
\vec r=\frac{\partial\gamma}{\partial\vec q_c}+\vec C(\vec k). \label{centre}
\end{equation}
The phase of $w$ alone does not locate the packet; the Berry connection $\vec C$ is the remainder. A packet with real $w$, built on the lattice described below ($s=+1$, $\vec q_c=(0.5,0)$ nm$^{-1}$, position width $12.8$ nm) with the first component of $u$ chosen real and positive, has its centre at $-0.215$ nm along $y$, equal to its mean Berry connection in that phase convention. As the packet is made narrower in momentum, this tends to the value at $\vec q_c$, $-0.217$ nm.

\section{The time-derivative term}

Q: The basis state $u(\vec\kappa)$ moves when $\vec r$ moves. Does that not leave an awkward $d\vec A/dt$?

A: It does, and that term is needed. The derivative of $|w|$ contributes $\tfrac{i\hbar}2\partial_t\int|w|^2=0$. The phase gives $\hbar\partial_t\gamma$, and $\partial_tu=(e/\hbar)(d\vec A/dt)\cdot\partial_{\vec k}u$. Thus
\begin{equation}
\langle i\hbar\partial_t\rangle=\hbar\,\partial_t\gamma(\vec q_c,t)+e\,\vec C\cdot\frac{d\vec A}{dt}.
\end{equation}
Along the path, $d\gamma/dt=\partial_t\gamma+\dot{\vec q}_c\cdot\partial\gamma/\partial\vec q_c$. With (\ref{centre}),
\begin{align}
\langle i\hbar\partial_t\rangle
&=\hbar\dot\gamma-\hbar\dot{\vec q}_c\cdot(\vec r-\vec C)+e\,\vec C\cdot\dot{\vec A}\notag\\
&=\hbar\dot\gamma-\hbar\dot{\vec q}_c\cdot\vec r+\hbar\dot{\vec k}\cdot\vec C\notag\\
&=\frac{d}{dt}\bigl(\hbar\gamma-\hbar\vec q_c\cdot\vec r\bigr)+\hbar\vec q_c\cdot\dot{\vec r}+\hbar\dot{\vec k}\cdot\vec C .
\end{align}
The second line uses $\hbar\dot{\vec k}=\hbar\dot{\vec q}_c+e\dot{\vec A}$. The total derivative does not affect the equations of motion and is dropped.

Q: Can the two surviving terms be checked without trusting this phase bookkeeping?

A: Yes. Take $\vec A=0$ and carry a packet around a closed loop in $(\vec r,\vec k)$. Total derivatives integrate to zero, so the phase $-\sum_j\arg\langle W_j|W_{j+1}\rangle$ over neighbouring packets, which approximates $\oint i\langle W|dW\rangle$, should be $\oint\vec k\cdot d\vec r+\oint\vec C\cdot d\vec k$. For one loop in the lattice model the two parts are $0.6283$ and $-0.2076$ rad, with sum $0.4208$ rad. The overlaps give $0.4209$ rad.

\section{The energy}

Q: Surely the energy is just $\varepsilon_0(\vec k)-e\phi(\vec r)$.

A: That is the result of freezing the potentials at the centre. The magnetic field appears in the gradient of $\vec A$, so we need one more order. Let $\delta\vec r=\hat{\vec r}-\vec r$, let $\nabla_i=\partial/\partial r_i$, and let $\hat{\vec v}$ be the velocity operator of the frozen Hamiltonian. The correction from $\phi$ is proportional to $\langle\delta\vec r\rangle=0$. The correction from $\vec A$ is, with repeated indices summed,
\begin{equation}
\Delta\varepsilon=e(\nabla_jA_i)M_{ij},\qquad
M_{ij}=\tfrac12\langle\hat v_i\delta r_j+\delta r_j\hat v_i\rangle=\mathrm{Re}\langle\hat v_i\delta r_j\rangle .
\end{equation}

Q: $\nabla_jA_i$ is not gauge invariant. Its symmetric part has nothing to do with $\vec B$.

A: So $M_{ij}$ must be antisymmetric, and we can see whether it is. Let $\partial_i=\partial/\partial k_i$ and split $i\partial_ju=C_ju+iD_ju$, where $D_ju$ is the part of $\partial_ju$ orthogonal to $u$. Since $\hat v_i$ acts on each component as $\partial_iH/\hbar$,
\begin{equation}
M_{ij}=\int d\vec q\,|w|^2\Bigl[\frac{\partial_i\varepsilon_0}{\hbar}(\partial_{q_j}\gamma+C_j-r_j)
+\mathrm{Re}\,\frac i\hbar\langle u|\partial_iH|D_ju\rangle\Bigr].
\end{equation}
The first term vanishes at $\vec q_c$ by (\ref{centre}), and hence for narrow $|w|^2$ and smooth $\gamma$. For the second, differentiate $(H-\varepsilon_0)u=0$:
\begin{equation}
(\partial_iH)u=(\partial_i\varepsilon_0)u-(H-\varepsilon_0)\partial_iu. \label{ident}
\end{equation}
Because $\langle u|D_ju\rangle=0$,
\begin{equation}
\langle u|\partial_iH|D_ju\rangle=-G_{ij},\qquad G_{ij}=\langle\partial_iu|(H-\varepsilon_0)|\partial_ju\rangle .
\end{equation}
Thus $M_{ij}=\mathrm{Re}(-iG_{ij}/\hbar)=\mathrm{Im}\,G_{ij}/\hbar$. As $G_{ji}=G_{ij}^*$, this is antisymmetric, and the symmetric part of $\nabla_jA_i$ drops out.

The antisymmetric part of $\nabla_jA_i$ is $-\tfrac12\epsilon_{ijl}B_l$, because $\nabla_iA_j-\nabla_jA_i=\epsilon_{ijl}B_l$. Hence
\begin{equation}
\Delta\varepsilon=-\frac{e}{2\hbar}B_l\,\epsilon_{lij}\,\mathrm{Im}\,G_{ij}=-\vec m\cdot\vec B,
\end{equation}
\begin{equation}
\vec m=-\frac{ie}{2\hbar}\langle\partial_{\vec k}u|\times(H-\varepsilon_0)|\partial_{\vec k}u\rangle .
\end{equation}
The last step uses that the antisymmetric part of $G_{ij}$ is $i\,\mathrm{Im}\,G_{ij}$. Equivalently $\vec m=-\tfrac e2\langle\delta\vec r\times\hat{\vec v}\rangle$, the moment of a negative charge circulating about the packet's centre.

Q: Then write the Lagrangian.

A: Substitute $\hbar\vec q_c=\hbar\vec k-e\vec A$:
\begin{equation}
\boxed{L=(\hbar\vec k-e\vec A)\cdot\dot{\vec r}+\hbar\dot{\vec k}\cdot\vec C(\vec k)+e\phi-\varepsilon,\quad
\varepsilon=\varepsilon_0-\vec m\cdot\vec B} \label{lag}
\end{equation}
with $\vec A$ and $\phi$ taken at $(\vec r,t)$.

Q: $\vec C$ changes if I multiply $u$ by a phase. Can a physical Lagrangian contain it?

A: With $u\to e^{i\chi(\vec k)}u$, $\vec C\to\vec C-\partial_{\vec k}\chi$ and $L\to L-\hbar\,d\chi/dt$. The moment is unchanged, because $(H-\varepsilon_0)u=0$ removes the terms with $\partial_{\vec k}\chi$. Likewise $\vec A\to\vec A+\nabla\Lambda$, $\phi\to\phi-\partial_t\Lambda$ adds $-e\,d\Lambda/dt$. Neither change affects the motion.

\section{Equations of motion}

Q: Where does the Lorentz force come from, if $\vec B$ appears only in $\vec m\cdot\vec B$?

A: From varying $\vec r$ in $-e\vec A\cdot\dot{\vec r}$. The two sides of the Euler--Lagrange equation are
\begin{align}
\frac{d}{dt}\frac{\partial L}{\partial\dot r_i}&=\hbar\dot k_i-e\,\partial_tA_i-e\,\dot r_j\nabla_jA_i,\\
\frac{\partial L}{\partial r_i}&=-e\,\dot r_j\nabla_iA_j+e\nabla_i\phi-\nabla_i\varepsilon .
\end{align}
Equate them, using $\vec E=-\nabla\phi-\partial_t\vec A$ and $\dot r_j(\nabla_iA_j-\nabla_jA_i)=(\dot{\vec r}\times\vec B)_i$. For uniform $\vec B$, $\nabla_i\varepsilon=0$ and
\begin{equation}
\boxed{\hbar\dot{\vec k}=-e\vec E-e\,\dot{\vec r}\times\vec B} \label{kdot}
\end{equation}
A slowly varying $\vec B$ adds $-\nabla\varepsilon=\nabla(\vec m\cdot\vec B)$.

Q: And the velocity?

A: Vary $\vec k$:
\begin{align}
\frac{d}{dt}\frac{\partial L}{\partial\dot k_i}&=\hbar\dot k_j\partial_jC_i,\\
\frac{\partial L}{\partial k_i}&=\hbar\dot r_i+\hbar\dot k_j\partial_iC_j-\partial_i\varepsilon .
\end{align}
With $\vec\Omega=\partial_{\vec k}\times\vec C$, the same curl identity gives $\dot k_j(\partial_iC_j-\partial_jC_i)=(\dot{\vec k}\times\vec\Omega)_i$, so
\begin{equation}
\boxed{\dot{\vec r}=\frac1\hbar\frac{\partial\varepsilon}{\partial\vec k}-\dot{\vec k}\times\vec\Omega} \label{rdot}
\end{equation}
The Berry curvature $\vec\Omega$ acts in momentum space as $\vec B$ acts in real space. For static, uniform fields, $d\varepsilon/dt=\dot{\vec k}\cdot\partial_{\vec k}\varepsilon=\hbar\dot{\vec k}\cdot\dot{\vec r}=-e\vec E\cdot\dot{\vec r}$: the anomalous term is perpendicular to $\dot{\vec k}$, and the electric work accounts for the change of band energy.

Q: I object. In a Bloch state $\langle\hat{\vec v}\rangle=\partial_{\vec k}\varepsilon_0/\hbar$, and your packet uses one band. No extra velocity is available.

A: A driven state is not purely in one band. Let a uniform electric field move $\vec k$ at rate $\dot{\vec k}$. To first order the state is $u+\delta u$ with $\delta u\perp u$. If the field is switched on slowly compared with $\hbar$ divided by the gap, $\delta u$ changes only as $\vec k$ and the field change, so $i\hbar\,\partial_t\delta u$ can be dropped, and the part of the Schr\"odinger equation orthogonal to $u$ is
\begin{equation}
(H-\varepsilon_0)\delta u=i\hbar\dot k_jD_ju .
\end{equation}
Using (\ref{ident}), the velocity changes by
\begin{align}
\delta v_i&=\frac2\hbar\mathrm{Re}\langle u|\partial_iH|\delta u\rangle
=-\frac2\hbar\mathrm{Re}\langle\partial_iu|(H-\varepsilon_0)|\delta u\rangle\notag\\
&=2\dot k_j\,\mathrm{Im}\langle\partial_iu|D_ju\rangle=2\dot k_j\,\mathrm{Im}\langle\partial_iu|\partial_ju\rangle .
\end{align}
The last step holds because $\langle\partial_iu|u\rangle\langle u|\partial_ju\rangle=C_iC_j$ is real. Since $\partial_iC_j-\partial_jC_i=-2\,\mathrm{Im}\langle\partial_iu|\partial_ju\rangle$, we find $\delta\vec v=-\dot{\vec k}\times\vec\Omega$, as in (\ref{rdot}). After a sudden start $\delta u$ begins at zero and oscillates about this value at the gap frequency; the anomalous velocity then holds as an average over those oscillations, not at each instant.

Q: Then how did a packet without $\delta u$ give the right answer?

A: Adding an interband part $\delta W$ changes the Lagrangian linearly by $2\,\mathrm{Re}\langle\delta W|(i\hbar\partial_t-H)W\rangle$, up to a total derivative. At fixed packet width $\sigma$, both $\delta W$ and the interband part of $(i\hbar\partial_t-H)W$ are of first order in the fields, so the change is of second order, and the Lagrangian is correct to first order although the state is not. The width must be held fixed in this counting. The magnetic piece of the interband part comes from the variation of $\vec A$ across the packet and scales as $B\sigma$, so the change scales as $B^2\sigma^2$; for $\sigma^2=\hbar/eB$ it is of first order in $B$, like the width effect discussed in the next section.

Q: Each equation contains the other's unknown. Can they be solved?

A: Let $\vec v=\partial_{\vec k}\varepsilon/\hbar$. Insert (\ref{kdot}) into (\ref{rdot}) and use $(\dot{\vec r}\times\vec B)\times\vec\Omega=\vec B(\dot{\vec r}\cdot\vec\Omega)-\dot{\vec r}(\vec B\cdot\vec\Omega)$. By (\ref{rdot}), $\dot{\vec r}\cdot\vec\Omega=\vec v\cdot\vec\Omega$. With $D=1+(e/\hbar)\vec B\cdot\vec\Omega$,
\begin{equation}
D\,\dot{\vec r}=\vec v+\frac e\hbar\vec E\times\vec\Omega+\frac e\hbar(\vec v\cdot\vec\Omega)\vec B .
\end{equation}
Inserting (\ref{rdot}) into (\ref{kdot}) instead produces $(\dot{\vec k}\times\vec\Omega)\times\vec B=\vec\Omega(\dot{\vec k}\cdot\vec B)-\dot{\vec k}(\vec\Omega\cdot\vec B)$, while (\ref{kdot}) gives $\dot{\vec k}\cdot\vec B=-(e/\hbar)\vec E\cdot\vec B$. Hence
\begin{equation}
D\,\dot{\vec k}=-\frac e\hbar(\vec E+\vec v\times\vec B)-\frac{e^2}{\hbar^2}(\vec E\cdot\vec B)\vec\Omega .
\end{equation}
For $\vec B=0$ the anomalous velocity is $(e/\hbar)\vec E\times\vec\Omega$, transverse to the field. For $\vec\Omega=\vec m=0$ the ordinary band equations return. A zero of $D$ would need $eB|\Omega|/\hbar\geq1$, outside the weak-field regime.

\section{How narrow can the packet be?}

Q: You assumed a packet narrow in momentum. It is then wide in space, and $\vec A$ varies across it. Can both errors be made small?

A: Not arbitrarily small, when $B\neq0$: the spread of kinetic momentum has a floor set by $B$. Take $\vec B$ along $z$, the symmetric gauge about the centre, and an isotropic Gaussian packet of position width $\sigma$ per axis. The kinetic momentum deviates by $\delta k_x=\delta q_x-(eB/2\hbar)\delta y$, so its variance is
\begin{equation}
\frac1{4\sigma^2}+\Bigl(\frac{eB}{2\hbar}\Bigr)^2\sigma^2\ \ge\ \frac{eB}{2\hbar},
\end{equation}
with equality at $\sigma^2=\hbar/eB$. The width therefore changes the mean band energy by an amount of first order in $B$, like $\vec m\cdot\vec B$. I treat it as a classical spread of starting momenta: the equations apply to each momentum, and the packet's mean position is the average. That prescription goes beyond the derivation above, and the example must support it.

\section{A lattice electron in crossed fields}

Q: Show me a case where it could fail.

A: Take a square lattice with two orbitals per site, $a=1$ nm, hopping $t=0.5$ eV, $\delta=0.5$, $s=\pm1$, and
\begin{equation}
h_s=t\bigl[\sin k_xa\,\sigma_x+\sin k_ya\,\sigma_y+s(\delta+2-\cos k_xa-\cos k_ya)\sigma_z\bigr].
\end{equation}
The electron is in the upper band. Its energy is $\varepsilon_0$ and the other band lies at $-\varepsilon_0$, so $H-\varepsilon_0$ acts as $-2\varepsilon_0$ on $D_ju$. With $\vec\Omega=i\langle\partial_{\vec k}u|\times|\partial_{\vec k}u\rangle$ this gives $\vec m=(e/\hbar)\varepsilon_0\vec\Omega$.

Near $\vec k=0$ with $s=+1$, $u\simeq(1,\,a(k_x+ik_y)/2\delta)$ to first order, so
\begin{equation}
\Omega_z=-2\,\mathrm{Im}\langle\partial_xu|\partial_yu\rangle=-\frac{a^2}{2\delta^2}=-2\ \mathrm{nm^2}.
\end{equation}
Let $B=4$ T along $z$ and $E=4\times10^6$ V/m along $x$. Then $eBa^2/\hbar=0.00608$ and, at the zone centre,
\begin{align}
D&=1-2(0.00608)=0.988,\\
-\vec m\cdot\vec B&=(250\ \mathrm{meV})(2)(0.00608)=3.04\ \mathrm{meV},\\
\tfrac e\hbar(\vec E\times\vec\Omega)_y&=-\tfrac e\hbar E\,\Omega_z=1.2\times10^4\ \mathrm{m/s}.
\end{align}

Q: Those are your formulas again. What does the Schr\"odinger equation say?

A: A packet with $\sigma=12.8$ nm starts at $\vec k=(0.5,0)$ nm$^{-1}$ and is propagated on the lattice for 130 fs, with the fields entering through hopping phases and a site potential. The fields act from $t=0$ on a pure one-band packet, which is a sudden start; the interband oscillation has a period of about 5 fs at the starting momentum, short compared with the run. For $s=+1$ the displacements $(x,y)$ are:
\begin{center}
\begin{tabular}{ll}
Schr\"odinger equation & $(3.529,\,29.264)$ nm\\
equations of motion, averaged & $(3.523,\,29.260)$ nm\\
equations of motion, central $\vec k$ & $(3.127,\,29.904)$ nm
\end{tabular}
\end{center}
The average over starting momenta matters here, and it brings the equations into agreement with the propagation.

Q: Most of that is ordinary band motion. Isolate the geometry.

A: Reverse $s$. Since $h_{-s}=\sigma_xh_s^*\sigma_x$, one may take $u_{-s}=\sigma_xu_s^*$. This leaves $\varepsilon_0$ unchanged and reverses $\vec C$, hence $\vec\Omega$ and $\vec m$. Half the difference of the two displacements is the part odd in the geometric quantities. Propagation gives $(-0.119,\,0.140)$ nm and the averaged equations give $(-0.120,\,0.137)$ nm. At 130 fs they differ by $0.003$ nm, about 2\% of the length of the exact vector. The propagated value still carries the interband oscillation of the sudden start, and between 126 and 134 fs the difference varies from $0.003$ to $0.009$ nm, 2 to 5\%.

Q: That is a small effect. Might the curvature be irrelevant?

A: No. Setting $\vec\Omega=0$ in the equations of motion while keeping $\vec m$ gives $(0.371,\,-0.614)$ nm, with both signs wrong. To first order in the geometric quantities the two contributions add, so the curvature supplies the difference, about $(-0.49,\,0.75)$ nm. On this path the two largely cancel, so neither may be dropped.

Q: And with the magnetic field alone?

A: For closed orbits at large quantum number, the spacing of Landau levels should approach $\hbar\omega_c$, where $\omega_c$ is the orbital frequency from (\ref{kdot}) and (\ref{rdot}). The spacing changes with $n$, so take it as $dE_n/dn$, from the centred difference $[8(E_{n+1}-E_{n-1})-(E_{n+2}-E_{n-2})]/12$, and compare it with the orbit of energy $\varepsilon=E_n$. For $s=+1$ and $n=10$, counting the upper-band levels from zero, diagonalization gives $6.757$ meV and the equations give $6.756$ meV. Without $\vec\Omega$ they give $6.728$ meV; without $\vec m$, $6.814$ meV. The numerical check tests these comparisons and checks the Euler--Lagrange equations symbolically.

Q: When should I stop believing the equations?

A: When the one-band assumption fails: at a band degeneracy, when $eE|\langle u_m|\partial_{\vec k}u\rangle|$ is comparable with the gap to band $m$, when $eB|\Omega|/\hbar$ or, for a packet of width $\sigma$, $eB\sigma|\langle u_m|\partial_{\vec k}u\rangle|/\hbar$ is no longer small (in the example the magnetic field alone leaves a weight of $7\times10^{-4}$ in the lower band, while the square of the electric ratio is $2\times10^{-6}$), or when the fields oscillate at frequencies comparable with the gap divided by $\hbar$. They also need corrections once effects of second order in the fields matter. Scattering is absent from $H$, so a transport calculation must add it separately.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant a = 1.0 nm, hopping = 0.50 eV
gap at zone centre = 0.500 eV
E along x = 4.0e+06 V/m, B along z = 4.0 T
e E a / hopping = 0.00800, e B a^2 / hbar = 0.006077
duration = 130.0 fs, hbar/hopping = 1.3164 fs
Zone centre, mass sign s=+1:
  Berry curvature = -2.0000 nm^2
  orbital moment = -1.2171e-22 J/T = -13.123 Bohr magnetons
  moment energy -m.B = 3.0385 meV
  D = 1 + e B Omega / hbar = 0.98785
  velocity (e/hbar) E x Omega, y part = 1.2154e+04 m/s
Start k = (0.50, 0.00) 1/nm, s=+1:
  band energy = 0.3928 eV, Berry curvature = -0.3262 nm^2
Packet centre for real w, y part:
  measured on lattice = -0.21512 nm, mean Berry connection = -0.21512 nm
Closed loop in (r,k):
  loop radii: k 0.20 1/nm, r 0.50 nm
  phase from packet overlaps = 0.42089 rad
  loop integral k.dr = 0.62832 rad, Berry flux = -0.20755 rad, sum = 0.42077 rad
Packet energy, part odd in B, at start k:
  lattice expectation = 0.78050 meV, -m.B averaged = 0.78100 meV
Landau levels: level 10 at 0.33390 eV
  spacing from diagonalization = 6.75703 meV
  hbar*omega_c, full equations = 6.75626 meV
  without Berry curvature = 6.72795 meV
  without orbital moment = 6.81393 meV
  without both = 6.78586 meV
Packet in crossed fields:
  initial position width = 12.828 nm per axis
  kinetic momentum width = 0.0551 1/nm per axis
  probability near lattice boundary at end = 3.8e-10
  s=+1 displacement, exact propagation = (3.529, 29.264) nm
  s=+1 equations, averaged over width = (3.523, 29.260) nm
  s=+1 equations, central momentum only = (3.127, 29.904) nm
  s=-1 displacement, exact propagation = (3.767, 28.984) nm
  s=-1 equations, averaged over width = (3.763, 28.986) nm
  s=-1 equations, central momentum only = (3.347, 29.649) nm
  s=+1 final central k = (-0.4717, 0.0190) 1/nm
Geometric displacement, half the difference of s=+1 and s=-1:
  exact propagation = (-0.119, 0.140) nm
  equations, averaged over width = (-0.120, 0.137) nm
  equations, central momentum only = (-0.110, 0.127) nm
  averaged, Berry curvature removed = (0.371, -0.614) nm
  distance exact to averaged equations = 0.0032 nm
\end{verbatim}
